# Thermionic current over a sinusoidally varying Schottky barrier

## The problem

A silicide contact on n-type silicon has a barrier that varies along the interface as

$$\phi(x)=\phi_0+a\sin\frac{2\pi x}{L}.$$

Barriers are energies, given in eV, and $k$ is Boltzmann's constant in eV/K. The amplitude $a$ is half of the peak-to-valley range. The period $L$ is much longer than the depletion width $W$, so each narrow strip of the contact emits as a uniform contact with its own barrier would:

$$j(x)=A^*T^2e^{-\phi(x)/kT}.$$

This is the local saturation current density. The strips share one voltage and conduct in parallel. The Richardson constant $A^*$, the mean barrier $\phi_0$ and the amplitude $a$ depend neither on temperature nor on voltage.

Take $\phi_0=0.70$ eV, $a=0.10$ eV, $A^*=112$ A/cm²K² and $T=300$ K, so that $kT=25.852$ meV.

1. Find the mean saturation current density $J$ over a whole number of periods.
2. An experimenter who believes the contact to be uniform, and who knows $A^*$, converts $J$ into a barrier. How far below $\phi_0$ does it lie?
3. Find simple forms of this lowering for $a\ll kT$ and $a\gg kT$. Which one serves here?
4. What share of the current passes through the half of the area where $\phi<\phi_0$?
5. With $L=5$ µm, a doping of $10^{16}$ cm⁻³ and a forward bias of 0.2 V, how much do the neglected effects matter?

## Hints

**Hint 1.** Currents add, barriers do not. Average the exponential, and use the phase $\theta=2\pi x/L$ as the variable.

**Hint 2.** Expand the exponential in powers of $\sin\theta$. Odd powers average to zero. For even powers, one integration by parts links each average to the one before it.

**Hint 3.** The uniform contact that the experimenter has in mind obeys $J=A^*T^2e^{-\phi_{\rm app}/kT}$. Solve for $\phi_{\rm app}$.

**Hint 4.** For $a\gg kT$ nearly all of the integral comes from the neighbourhood of the barrier minimum. Expand the sine there to second order.

**Hint 5.** A neglected effect that shifts every strip by the same energy changes the absolute barrier but not the lowering due to the variation.

## Solution

### 1. The mean current

Parallel strips of equal width contribute equally to the area average. With $\theta=2\pi x/L$ and $dx=L\,d\theta/2\pi$,

$$J=\frac1L\int_0^L j(x)\,dx=A^*T^2e^{-\phi_0/kT}\,\frac1{2\pi}\int_0^{2\pi}e^{-z\sin\theta}\,d\theta,\qquad z=\frac{a}{kT}.$$

The period has cancelled: as long as the strips are independent, it does not matter how long they are.

Write $\langle\cdot\rangle$ for the average over $\theta$ and expand:

$$\langle e^{-z\sin\theta}\rangle=\sum_{m=0}^\infty\frac{(-z)^m}{m!}\langle\sin^m\theta\rangle.$$

Odd $m$ give zero, because $\sin(\theta+\pi)=-\sin\theta$ makes the two halves of the period cancel. For $m=2n$ with $n\ge1$, integrate by parts with $\sin\theta\,d\theta=-d(\cos\theta)$. The boundary term vanishes over a full period, and

$$\langle\sin^{2n}\theta\rangle=(2n-1)\langle\cos^2\theta\,\sin^{2n-2}\theta\rangle=(2n-1)\left[\langle\sin^{2n-2}\theta\rangle-\langle\sin^{2n}\theta\rangle\right].$$

Collecting the terms in $\langle\sin^{2n}\theta\rangle$ gives

$$\langle\sin^{2n}\theta\rangle=\frac{2n-1}{2n}\langle\sin^{2n-2}\theta\rangle.$$

Starting from $\langle1\rangle=1$, the product of these factors is

$$\langle\sin^{2n}\theta\rangle=\frac{1\cdot3\cdots(2n-1)}{2\cdot4\cdots(2n)}=\frac{(2n)!}{[2\cdot4\cdots(2n)]^2}=\frac{(2n)!}{4^n(n!)^2}.$$

The factor $(2n)!$ cancels the one in the exponential series, which leaves

$$\langle e^{-z\sin\theta}\rangle=\sum_{n=0}^\infty\frac{(z/2)^{2n}}{(n!)^2}=I_0(z).$$

This series defines the modified Bessel function of order zero. Hence

$$\boxed{J=A^*T^2e^{-\phi_0/kT}\,I_0\!\left(\frac{a}{kT}\right)}$$

For the example $z=100/25.852=3.868$ and $(z/2)^2=3.741$. The series is

$$I_0=1+3.741+3.498+1.454+0.340+0.051+0.005+\dots\approx10.09.$$

A uniform contact with the barrier 0.70 eV would have a saturation current density of $1.754\times10^{-5}$ A/cm². The varying barrier raises it to $1.769\times10^{-4}$ A/cm², about ten times as much, although the mean barrier is the same. The strips below the mean gain more than the strips above it lose, because the exponential is convex.

### 2. The apparent barrier

Equate the two expressions for the same current:

$$A^*T^2e^{-\phi_{\rm app}/kT}=A^*T^2e^{-\phi_0/kT}I_0(z).$$

Cancel $A^*T^2$, take the logarithm and multiply by $-kT$:

$$\phi_{\rm app}=\phi_0-\Delta,\qquad \Delta=kT\ln I_0\!\left(\frac{a}{kT}\right).$$

With the numbers,

$$\Delta=25.852\ \text{meV}\times\ln10.089=59.8\ \text{meV},\qquad\phi_{\rm app}=0.640\ \text{eV}.$$

The lowering lies between 0 and $a$. It is positive because every term of the series for $I_0$ is positive and the first is 1. It is less than $a$ because $e^{-z\sin\theta}$ is below $e^{z}$ except at the minimum itself, so $I_0(z)<e^z$. The current would read the full 100 meV if the whole area had the lowest barrier.

The apparent barrier is not a property of the interface alone, since $\Delta$ depends on temperature. With $a$ held fixed it is 69.4 meV at 200 K, 59.8 meV at 300 K and 51.9 meV at 400 K. The colder the contact, the more strongly the exponential selects the low strips.

### 3. The two limits

**Weak variation, $a\ll kT$.** The first terms of the series are $I_0=1+z^2/4+z^4/64+\dots$. With $\ln(1+u)=u-u^2/2+\dots$,

$$\ln I_0=\frac{z^2}{4}+\frac{z^4}{64}-\frac{z^4}{32}+\dots=\frac{z^2}{4}\left(1-\frac{z^2}{16}+\dots\right),\qquad \Delta\approx\frac{a^2}{4kT}.$$

The correction is small when $z^2\ll16$. Here $z^2/16=0.94$, so the formula cannot be trusted, and indeed it gives 96.7 meV.

That number has a meaning of its own. The variance of the sinusoidal barrier is $\sigma^2=a^2\langle\sin^2\theta\rangle=a^2/2$. For a Gaussian distribution of barriers, completing the square gives $\langle e^{-(\phi-\phi_0)/kT}\rangle=e^{\sigma^2/2(kT)^2}$, and therefore a lowering $\sigma^2/2kT=a^2/4kT$ for any $\sigma$. A Gaussian contact with the same mean and variance would thus read 96.7 meV low. It has a tail of barriers deeper than $\phi_0-a$, which the sinusoid lacks. At this size of variation, mean and variance do not suffice to fix the current.

**Strong variation, $a\gg kT$.** The minimum lies at $\theta=3\pi/2$. Put $\theta=3\pi/2+u$, so that $-\sin\theta=\cos u\approx1-u^2/2$. The integrand becomes a narrow Gaussian, and its limits can be moved to infinity:

$$I_0(z)\approx\frac{e^z}{2\pi}\int_{-\infty}^{\infty}e^{-zu^2/2}du=\frac{e^z}{2\pi}\sqrt{\frac{2\pi}{z}}=\frac{e^z}{\sqrt{2\pi z}}.$$

The lowering follows as

$$\Delta\approx a-\frac{kT}{2}\ln\frac{2\pi a}{kT}.$$

The second term is the price of area: the lowest barrier is found on a strip whose width shrinks as $z^{-1/2}$. For the example,

$$\Delta\approx100-12.93\times\ln24.3=58.8\ \text{meV},$$

which is 1.0 meV below the full result. Most of this gap comes from the next term of the cosine, $u^4/24$. It multiplies the integrand by $1+zu^4/24$. Under the Gaussian weight the mean of $u^4$ is $3/z^2$, so $I_0$ gains the factor $1+1/(8z)$ and $\Delta$ gains $kT/(8z)=0.8$ meV. The strong-variation form is the one that serves here.

### 4. Where the current flows

The half with $\phi<\phi_0$ is $\pi<\theta<2\pi$. With $\theta=\pi+t$ its contribution to the average is

$$\frac1{2\pi}\int_0^\pi e^{z\sin t}dt=\frac12\left[\frac1\pi\int_0^\pi\cosh(z\sin t)\,dt+\frac1\pi\int_0^\pi\sinh(z\sin t)\,dt\right].$$

The first integral contains the even powers of the sine, whose averages over half a period equal those over a full one, so it is $I_0(z)$. The second is the modified Struve function $\mathbf L_0(z)$. Dividing by the total $I_0$,

$$\text{share}=\frac12\left[1+\frac{\mathbf L_0(z)}{I_0(z)}\right]=99.1\ \text{percent}.$$

The other half of the contact carries less than one percent. The current density at the minimum exceeds the mean by the factor $e^z/I_0(z)\approx4.7$.

Under a forward voltage $V$ each strip carries $j(x)(e^{qV/kT}-1)$, with $qV$ in eV. The bracket is common to all strips and comes out of the average, so in this model the current-voltage curve has the same shape as that of a uniform contact. At 0.2 V the mean current density is 0.405 A/cm². Within this model, the shape of the curve at one temperature therefore does not reveal a slow variation. In a real contact the image force makes the barriers depend weakly on voltage, so the statement holds only approximately.

### 5. The real contact and the neglected effects

The mean barrier lies in the range of many transition-metal silicides on n-type silicon, roughly 0.6 to 0.9 eV, and $A^*=112$ A/cm²K² is the reduced constant usually quoted for electrons in silicon. The band masses alone give about 250 A/cm²K²; the quoted value already allows for quantum reflection and tunnelling, phonon scattering and the supply of carriers. The tunnelling and supply shifts below therefore show the size of these effects and are not corrections to be added to a barrier read with 112. The amplitude is a chosen value, large for a carefully made contact. The assumption most open to doubt is the single long period. Real variation is irregular, and silicide grains can be tens of nanometres across, less than the depletion width. In the model of Variation 2, which has no image force, a 50 nm period halves the lowering to about 30 meV; with the image force it falls to about 15 meV.

The other effects are sized at 0.2 V forward bias. The silicon band edge lies 0.205 eV above the Fermi level in the bulk, so the mean band bending is $0.70-0.205-0.20=0.295$ eV. At the minimum it is 0.195 eV. The mean depletion width is 0.195 µm, and $L/W\approx26$.

**Image force.** The attraction of an electron to its image lowers the mean barrier by about 19 meV. This shift is proportional to the square root of the interface field, and the field to the square root of the band bending $V_b$, so the shift goes as $V_b^{1/4}$. At the minimum it is smaller by the factor $(0.195/0.295)^{1/4}=0.90$, or about 2 meV. Relative to a uniform contact with the same image force, the lowering becomes 58.2 meV instead of 59.8 meV.

**Tunnelling.** Electrons just below the top can tunnel through it. A semiclassical estimate for a sharp parabolic barrier, with the light silicon mass of 0.19 electron masses, gives a further shift of about 10 meV. This is a generous estimate: the mass is light, and the reflection of electrons with energies above the top, which reduces the current, is left out. The lowering relative to a uniform contact with the same tunnelling is 58.6 meV.

**Supply of carriers.** Thermionic theory assumes that the depletion layer delivers electrons faster than the metal collects them. The collection velocity $A^*T^2/(qN_c)$, with $N_c$ the effective density of states of the band, is $2.2\times10^6$ cm/s with the reduced constant; the band masses alone would give about $5\times10^6$ cm/s and double the shift found next. Against a rough drift velocity of $10^7$ cm/s, the current falls by the factor $1/(1+0.22)$, which raises the apparent barrier by 5 meV. A higher drift velocity would make this shift smaller. If the drift velocity is the same in every strip, $\Delta$ does not change.

**Lateral voltage drop.** Current drawn sideways towards the low strips meets resistance. With a resistivity of 0.52 Ω cm, the peak density of 1.92 A/cm² and a path of one period, the drop is at most about 0.5 mV, small against $kT/q$.

**Statistics and breakdown.** The doping is $3.6\times10^{-4}$ of $N_c$, so Boltzmann statistics are adequate. The highest interface field is 0.035 MV/cm, roughly a tenth of the breakdown field of silicon.

The first three shifts do not simply add. The image force rounds the sharp top assumed for tunnelling and makes the barrier thicker just below its new top, so the tunnelling gain falls to a few meV. Tunnelling and supply are, moreover, largely contained in the value 112 already. The image force is the main shift left, and with it a measured current would suggest a barrier near $0.70-0.019-0.058\approx0.62$ eV. The part due to the slow variation moves by less than 2 meV under either image force or tunnelling taken alone.

## Variation 1: the barrier from a Richardson plot

*The experimenter does not know $A^*$ and plots $\ln(J/T^2)$ against $\beta=1/kT$ near 300 K. Which barrier and which Richardson constant result?*

From the mean current,

$$\ln\frac{J}{T^2}=\ln A^*-\beta\phi_0+\ln I_0(\beta a).$$

The derivative of $I_0$ is the modified Bessel function $I_1$. The barrier read from the tangent is minus the slope:

$$\phi_R=\phi_0-a\frac{I_1(z)}{I_0(z)}=0.70-0.10\times\frac{8.659}{10.089}=0.614\ \text{eV}.$$

The lowering is now 86 meV instead of 60 meV, for the same contact at the same temperature. Since $I_1(z)=-\langle\sin\theta\,e^{-z\sin\theta}\rangle$, the value $\phi_R$ is the mean barrier weighted with the local current.

The tangent, continued to $\beta=0$, gives the apparent constant

$$\ln A_R=\ln\frac{J}{T^2}+\beta\phi_R=\ln A^*+\ln I_0(z)-z\frac{I_1(z)}{I_0(z)}.$$

The last two terms are $2.311-3.320=-1.009$, so $A_R=112\,e^{-1.009}\approx41$ A/cm²K². The two readings agree about the current: the lower barrier $\phi_R$ is compensated by the smaller constant.

That $A_R<A^*$ holds for any $z>0$. Let $f(z)=\ln I_0-zI_1/I_0$. Then $f(0)=0$ and $f'(z)=-z\,(I_1/I_0)'$. The derivative $(I_1/I_0)'$ is the variance of $\sin\theta$ under the weight $e^{-z\sin\theta}$, which is positive, so $f$ is negative. The same function gives $d\Delta/dT=kf(z)$, which is why the lowering in part 2 falls with rising temperature.

## Variation 2: a period shorter than the depletion width

*How short may $L$ become before the strips cease to act independently?*

Let $y$ be the depth below the interface and $\kappa=2\pi/L$. Take the depletion edge as flat at $y=W$. Measured from the bulk band edge, the electron energy in the uniform space charge is

$$U(x,y)=V_b\left(1-\frac yW\right)^2+a\sin(\kappa x)\,\frac{\sinh\kappa(W-y)}{\sinh\kappa W}.$$

The first term is the usual parabola with mean band bending $V_b$. The second obeys Laplace's equation, equals the barrier variation at $y=0$ and vanishes at $y=W$.

Under the lowest strip, $\sin\kappa x=-1$. With $t=1-y/W$,

$$\frac{dU}{dt}=2V_bt-a\kappa W\,\frac{\cosh(\kappa Wt)}{\sinh(\kappa W)}.$$

This is a straight line minus a convex function, hence concave in $t$, and it is negative at $t=0$. If it is positive at the interface, $t=1$, it changes sign once. Then $U$ first falls and then rises towards the interface, and its largest value is at one of the ends. These are $0$ at the depletion edge and $V_b-a>0$ at the interface, so the top stays at the interface. The condition is

$$a\kappa W\coth(\kappa W)<2V_b.$$

If the sign is reversed, the energy rises from the interface into the silicon, and the electrons meet a higher top inside. The low strip is then pinched off by its neighbours.

For the example $2V_b/a=5.9$. The hyperbolic cotangent is close to 1 there, so the limit is $\kappa W\approx5.9$, or $L\approx2\pi\times0.195/5.9=0.21$ µm. The period of 5 µm is far on the safe side. This limit holds for the model without image force. The image force places the top a few nanometres inside the silicon, where the neighbours alter the local field, and the lowering then starts to fall at longer periods: from 58 meV to about 56 meV at 0.5 µm and about 49 meV at 0.21 µm.

At $L=50$ nm, $\kappa W=24.5$. Near the interface the lowest strip lies below $V_b$ by approximately $ae^{-\kappa y}+Fy$, with $F=2V_b/W$. The barrier top is where this depth is least, at $e^{-\kappa y}=F/(a\kappa)=5.9/24.5=0.24$, or $y\approx11$ nm. The depth is then $24+34=58$ meV instead of 100 meV. Averaging over all strips, each with its own top, gives a lowering of 29.5 meV. This is an estimate, since it keeps the depletion edge flat, ignores sideways motion of the electrons and leaves out the image force. The last omission is large: a top 11 nm deep gains only about 3 meV from the image, against 19 meV for the uniform contact, and the lowering relative to that contact drops to about 15 meV.

The least depth grows with $F$, at the rate $y$ taken at the top. Forward bias reduces $F$, so it makes the low strip shallower and raises its barrier. A pinched-off contact therefore has a barrier that depends on voltage, and its current rises more slowly than $e^{qV/kT}$, unlike that of the slowly varying contact in the model of the main problem, where the barriers do not depend on voltage.

## Table of computed values

```
mean barrier 0.70 eV, amplitude 0.10 eV
temperature 300 K, Richardson constant 112 A/cm2K2
period 5.0 um, doping 1.0e+16 cm^-3
forward bias 0.20 V
kT = 25.852 meV
z = a/kT = 3.8682
I0(z) = 10.089, I1(z) = 8.659
saturation current, uniform = 1.754e-05 A/cm2
saturation current, sinusoidal = 1.769e-04 A/cm2
apparent lowering = 59.76 meV
apparent barrier = 0.6402 eV
weak-variation formula = 96.70 meV
strong-variation formula = 58.76 meV
lowering at 200 K = 69.42 meV
lowering at 400 K = 51.90 meV
Richardson-slope barrier = 0.6142 eV
Richardson-slope lowering = 85.83 meV
apparent Richardson constant = 40.9 A/cm2K2
current share of low half = 99.1 percent
forward current density = 0.405 A/cm2
Neglected effects, at the forward bias:
relative permittivity 11.7
density-of-states mass 1.08 m_e
tunnelling mass 0.19 m_e
mobility 1200 cm2/Vs, drift velocity 1e+07 cm/s
band-edge density Nc = 2.82e+19 cm^-3
doping/Nc = 3.6e-04
bulk band edge above Fermi level = 0.205 eV
mean band bending = 0.295 eV
lowest band bending = 0.195 eV
depletion width = 0.195 um, L/W = 25.6
highest interface field = 0.035 MV/cm
image-force shift, mean barrier = 19.3 meV
lowering with image force = 58.16 meV
tunnelling energy E00 = 1.25 meV
tunnelling shift, mean barrier = 9.8 meV
lowering with tunnelling = 58.58 meV
collection velocity = 2.23e+06 cm/s
carrier-supply shift (raises barrier) = 5.2 meV
resistivity = 0.52 ohm cm
peak local current density = 1.92 A/cm2
lateral voltage drop = 0.50 mV
pinch-off sets in below period = 0.208 um
lowering at period 50 nm = 29.5 meV
```
